# Electron density at an abrupt n-plus to n doping step: verification in Python

```python
"""
Electron density at an abrupt n-plus to n doping step, in equilibrium.

Result under test:  n0 = (N1/e) * r**(1/(r-1)),  r = N1/N2,
which tends to N1/e for large r.
N1, N2 : donor densities of the heavy (x<0) and light (x>0) side
n0     : electron density at the step x=0
L1     : Debye length of the heavy side, sqrt(eps*k*T/(q^2*N1))
u      : potential in units of kT/q, zero in the heavy Boltzmann bulk
s      : x/L1.   All scaled densities are in units of N1.
Scaled Poisson equation: u'' = electrons - holes - ionized donors.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erfc


def closed_form(ratio):
    """n0/N1 from the derived formula."""
    return ratio ** (1.0 / (ratio - 1.0)) / np.e


def make_model(ratio, intrinsic=0.0, dos=None, binding=0.0, shift=0.0):
    """Return electron density and net negative charge as functions of
    u and h, where h is the heavy fraction (1 heavy side, 0 light side).
    intrinsic: n_i/N1; dos: Nc/N1 (Fermi-Dirac electrons if given);
    binding: donor occupation factor; shift: lowering of the heavy-side
    conduction band edge in kT."""
    def electrons(u, h):
        boltzmann = np.exp(u)
        if dos is None:
            density = boltzmann
        else:
            # Fermi-Dirac integral of order 1/2 as a fugacity series (z<1)
            z = boltzmann / dos
            density = 0.0 * z
            for k in range(60, 0, -1):
                density = density + (-1) ** (k + 1) * z ** k / k ** 1.5
            density = density * dos
        return density * (h * np.exp(shift) + 1.0 - h)

    def charge(u, h):
        donors = (h + (1.0 - h) / ratio) / (1.0 + binding * np.exp(u))
        return electrons(u, h) - intrinsic ** 2 * np.exp(-u) - donors

    return electrons, charge


def bulk_potential(charge, h):
    return brentq(lambda u: charge(u, h), -30.0, 0.5, xtol=1e-13)


def balance_potential(charge):
    """Step potential from equal field energy reached from both bulks."""
    u_heavy = bulk_potential(charge, 1.0)
    u_light = bulk_potential(charge, 0.0)

    def mismatch(u0):
        heavy = quad(charge, u_heavy, u0, args=(1.0,), epsabs=1e-13)[0]
        light = quad(charge, u_light, u0, args=(0.0,), epsabs=1e-13)[0]
        return heavy - light
    return brentq(mismatch, u_light, u_heavy, xtol=1e-13)


def solve_profile(charge, ratio, width=0.0):
    """Finite-volume Newton solution of the scaled Poisson equation.
    width: half-width of an erfc doping transition in L1 (0 = abrupt).
    Returns s, u, u at s=0 and du/ds at s=0 (slope for abrupt only)."""
    dt = 0.0025
    n_left = int(np.arcsinh(25.0 + 6.0 * width) / dt)
    n_right = int(np.arcsinh(15.0 * np.sqrt(ratio) + 6.0 * width) / dt)
    s = np.sinh(dt * np.arange(-n_left, n_right + 1))
    if width > 0.0:
        heavy = 0.5 * erfc(s / width)
    else:
        heavy = np.where(s < 0.0, 1.0, 0.0)
        heavy[n_left] = 0.5          # the cell at s=0 is half heavy
    u = (heavy * bulk_potential(charge, 1.0)
         + (1.0 - heavy) * bulk_potential(charge, 0.0))
    gap = np.diff(s)
    volume = 0.5 * (gap[:-1] + gap[1:])
    inner = heavy[1:-1]
    for _ in range(300):
        flux = np.diff(u) / gap
        residual = np.diff(flux) - volume * charge(u[1:-1], inner)
        # complex-step derivative of the charge with respect to u
        slope = np.imag(charge(u[1:-1] + 1e-30j, inner)) / 1e-30
        bands = np.zeros((3, len(inner)))
        bands[0, 1:] = 1.0 / gap[1:-1]
        bands[1] = -1.0 / gap[1:] - 1.0 / gap[:-1] - volume * slope
        bands[2, :-1] = 1.0 / gap[1:-1]
        change = solve_banded((1, 1), bands, -residual)
        largest = np.max(np.abs(change))
        u[1:-1] += change * min(1.0, 1.0 / max(largest, 1e-300))
        if largest < 1e-8:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    first = gap[n_left]
    step_slope = ((u[n_left + 1] - u[n_left]) / first
                  - 0.5 * first * charge(u[n_left], 0.0))
    return s, u, u[n_left], step_slope


# ---- closed form against the direct solution of Poisson's equation ----
print("Step density n0/N1: r, Poisson solution, closed form, e*n0/N1")
for ratio in (2.0, 10.0, 100.0, 1e3, 1e6):
    _, charge = make_model(ratio)
    _, _, u0, slope0 = solve_profile(charge, ratio)
    y = closed_form(ratio)
    assert abs(np.exp(u0) / y - 1.0) < 1e-4     # grid error of order dt^2
    assert abs(np.exp(balance_potential(charge)) / y - 1.0) < 1e-8
    field_scaled = np.sqrt(2.0 * (y - 1.0 - np.log(y)))
    assert abs(-slope0 / field_scaled - 1.0) < 1e-3
    print(f"  {ratio:9.0f}  {np.exp(u0):.5f}  {y:.5f}  {np.e*y:.5f}")
assert abs(np.e * np.exp(u0) - 1.0) < 1e-4      # limit reached at r = 1e6

# ---- limits and leading correction, symbolically ----
r = sp.symbols("r", positive=True)
log_factor = sp.log(r) / (r - 1)
assert sp.limit(log_factor, r, sp.oo) == 0
assert sp.limit(log_factor, r, 1) == 1
assert sp.limit(log_factor * r / sp.log(r), r, sp.oo) == 1

# ---- ln n0 is the mean of ln N between the two dopings ----
mean_log = quad(np.log, 0.1, 1.0)[0] / 0.9
assert abs(np.exp(mean_log) - closed_form(10.0)) < 1e-10

# ---- worked example: silicon buffer / drift layer, rough typical data ----
T = 300.0
N1_cm, N2_cm = 1e17, 1e14
eps_r = 11.7
m_long, m_trans, m_hole = 0.92, 0.19, 1.0
donor_depth_eV = 0.045
gap_400_eV = 1.10
breakdown_MV_cm = 0.3
buffer_um, drift_um = 10.0, 100.0
q, kB, hbar, m0 = sc.e, sc.k, sc.hbar, sc.m_e
eps = eps_r * sc.epsilon_0
ratio = N1_cm / N2_cm
Vt = kB * T / q


def debye_nm(density_cm, temperature):
    return 1e9 * np.sqrt(eps * kB * temperature / (q**2 * density_cm * 1e6))


def band_density_cm(mass, temperature):
    return 2e-6 * (mass * m0 * kB * temperature
                   / (2.0 * np.pi * hbar**2)) ** 1.5


m_dos = (36.0 * m_long * m_trans**2) ** (1.0 / 3.0)   # six valleys
Nc = band_density_cm(m_dos, T)
L1, L2 = debye_nm(N1_cm, T), debye_nm(N2_cm, T)
y = closed_form(ratio)
heavy_bend = -Vt * np.log(y)
total_bend = Vt * np.log(ratio)
E0 = Vt / (L1 * 1e-9) * np.sqrt(2.0 * (y - 1.0 - np.log(y)))   # V/m
E0_MV_cm = E0 * 1e-8
electrons, charge = make_model(ratio)
s, u, u0, slope0 = solve_profile(charge, ratio)
assert abs(-slope0 * Vt / (L1 * 1e-9) / E0 - 1.0) < 1e-3

print(f"Temperature {T:.0f} K, relative permittivity {eps_r}")
print(f"N1 = {N1_cm:.1e} cm^-3, N2 = {N2_cm:.1e} cm^-3, r = {ratio:.0f}")
print(f"Thermal voltage kT/q = {Vt*1e3:.3f} mV")
print(f"Debye lengths: heavy {L1:.2f} nm, light {L2:.1f} nm")
print(f"Layer/Debye length: buffer {buffer_um*1e3/L1:.0f}, "
      f"drift {drift_um*1e3/L2:.0f}")
print(f"Step density n0 = {y*N1_cm:.4e} cm^-3")
print(f"Limit N1/e = {N1_cm/np.e:.4e} cm^-3")
print(f"Excess of n0 over N1/e = {100*(np.e*y-1):.3f} %")
print(f"Leading estimate ln(r)/r = {100*np.log(ratio)/ratio:.3f} %")
print(f"Band bending: heavy {heavy_bend*1e3:.2f} mV, light "
      f"{(total_bend-heavy_bend)*1e3:.2f} mV")
print(f"Total band bending = {total_bend*1e3:.2f} mV")
print(f"Field at the step = {E0_MV_cm:.5f} MV/cm")
print("Poisson profile: x in nm, n in cm^-3")
for x_nm in (-40.0, -20.0, 0.0, 20.0, 100.0, 1000.0):
    print(f"  {x_nm:7.0f}  {N1_cm*np.exp(np.interp(x_nm/L1, s, u)):.3e}")

# ---- the balance rule with other charge laws, against Poisson ----
N_high = 1e19
binding = 2.0 * (N1_cm / Nc) * np.exp(donor_depth_eV / Vt)
band_shift = q**2 / (8.0 * np.pi * eps * L1 * 1e-9) / (kB * T)
cases = {
    "Fermi-Dirac": (100.0, dict(dos=Nc / N_high)),
    "holes": (100.0, dict(intrinsic=0.05)),
    "donor occupation": (ratio, dict(binding=binding)),
    "band shift": (ratio, dict(shift=band_shift)),
}
for name, (case_ratio, options) in cases.items():
    _, case_charge = make_model(case_ratio, **options)
    direct = solve_profile(case_charge, case_ratio)[2]
    assert abs(direct - balance_potential(case_charge)) < 2e-4, name


def step_density(case_ratio, side=0.0, **options):
    density, case_charge = make_model(case_ratio, **options)
    return float(density(balance_potential(case_charge), side))


print("Neglected effects: change of n0 against the closed form")
fd = step_density(ratio, dos=Nc / N1_cm)
print(f"  conduction-band density Nc = {Nc:.3e} cm^-3")
print(f"  degeneracy, N1=1e17 cm^-3: {100*(fd/y-1):+.3f} %")
ratio_high = N_high / N2_cm
fd_high = step_density(ratio_high, dos=Nc / N_high)
print(f"  degeneracy, N1=1e19 cm^-3: "
      f"{100*(fd_high/closed_form(ratio_high)-1):+.2f} %")

_, ion_charge = make_model(ratio, binding=binding)
ionized = np.exp(bulk_potential(ion_charge, 1.0))
partial = step_density(ratio, binding=binding)
print(f"  ionized donors in heavy bulk: {100*ionized:.2f} %")
print(f"  incomplete ionization: {100*(partial/y-1):+.2f} %")

T_hot = 400.0
ni_hot = (np.sqrt(band_density_cm(m_dos, T_hot)
                  * band_density_cm(m_hole, T_hot))
          * np.exp(-gap_400_eV * q / (2.0 * kB * T_hot)))
hot = step_density(ratio, intrinsic=ni_hot / N1_cm)
print(f"  intrinsic density at 400 K: {ni_hot:.2e} cm^-3")
print(f"  holes at 400 K: {100*(hot/y-1):+.1e} %")

above = step_density(ratio, side=1.0, shift=band_shift)
below = step_density(ratio, side=0.0, shift=band_shift)
print(f"  many-body band shift, rough: {band_shift*Vt*1e3:.2f} meV")
print(f"  its effect: {100*(above/y-1):+.1f} % at 0-, "
      f"{100*(below/y-1):+.1f} % at 0+")

quantum = hbar**2 / (12.0 * m_trans * m0 * kB * T * (L1 * 1e-9) ** 2)
print(f"  quantum correction, scale: {100*quantum:.2f} %")
print(f"  step field/rough breakdown field: {E0_MV_cm/breakdown_MV_cm:.3f}")
print(f"  donors per cubic Debye length: {N1_cm*(L1*1e-7)**3:.3f}")

print("Graded doping: erfc half-width in nm, n(0)/N1")
graded = [np.exp(u0)]
for width_nm in (5.0, 20.0, 100.0):
    graded.append(np.exp(solve_profile(charge, ratio, width_nm / L1)[2]))
    print(f"  {width_nm:5.0f}  {graded[-1]:.4f}")
local_doping = 0.5 * (1.0 + 1.0 / ratio)
print(f"  local doping at x=0, over N1: {local_doping:.4f}")
assert np.all(np.diff(graded) > 0.0)
assert abs(graded[-1] / local_doping - 1.0) < 0.1

print("all tests passed")
```

Running it gives:

```
Step density n0/N1: r, Poisson solution, closed form, e*n0/N1
          2  0.73576  0.73576  2.00000
         10  0.47513  0.47513  1.29155
        100  0.38540  0.38540  1.04762
       1000  0.37043  0.37043  1.00694
    1000000  0.36788  0.36788  1.00001
Temperature 300 K, relative permittivity 11.7
N1 = 1.0e+17 cm^-3, N2 = 1.0e+14 cm^-3, r = 1000
Thermal voltage kT/q = 25.852 mV
Debye lengths: heavy 12.93 nm, light 408.8 nm
Layer/Debye length: buffer 773, drift 245
Step density n0 = 3.7043e+16 cm^-3
Limit N1/e = 3.6788e+16 cm^-3
Excess of n0 over N1/e = 0.694 %
Leading estimate ln(r)/r = 0.691 %
Band bending: heavy 25.67 mV, light 152.91 mV
Total band bending = 178.58 mV
Field at the step = 0.01705 MV/cm
Poisson profile: x in nm, n in cm^-3
      -40  9.487e+16
      -20  7.869e+16
        0  3.704e+16
       20  1.352e+16
      100  2.137e+15
     1000  1.237e+14
Neglected effects: change of n0 against the closed form
  conduction-band density Nc = 2.744e+19 cm^-3
  degeneracy, N1=1e17 cm^-3: +0.017 %
  degeneracy, N1=1e19 cm^-3: +1.63 %
  ionized donors in heavy bulk: 96.16 %
  incomplete ionization: -2.48 %
  intrinsic density at 400 K: 4.75e+12 cm^-3
  holes at 400 K: +2.3e-04 %
  many-body band shift, rough: 4.76 meV
  its effect: +6.9 % at 0-, -11.1 % at 0+
  quantum correction, scale: 0.77 %
  step field/rough breakdown field: 0.057
  donors per cubic Debye length: 0.216
Graded doping: erfc half-width in nm, n(0)/N1
      5  0.3722
     20  0.3917
    100  0.4784
  local doping at x=0, over N1: 0.5005
all tests passed
```
